Diffusion-limited radial recess of a thin film from a cylindrical hole

A thin sacrificial film lies between two layers that the etchant does not attack. A cylindrical hole through the upper layer opens the film, and the etchant eats it away sideways, leaving a flat, liquid-filled gap. Fresh etchant must cross this gap from the hole to the receding edge of the film. As the edge moves outward the path lengthens, and each further micrometre of recess also requires a wider ring of solid to be dissolved. How long does it take to reach a given radius?

**The model**

The hole has radius a, the film has thickness h much smaller than a, and the edge of the film, the front, is at radius R(t), with R(0) = a. The etchant has concentration c(r,t) and constant diffusivity D, and the hole wall r = a is held at the bath concentration c0. The solid contains n formula units per volume, each consuming ν units of etchant. The surface reaction is irreversible and of first order: it consumes k c(R) units per area and time. Since removing a depth dR consumes νn dR per area,

νn dR/dt = k c(R).  (1)

Two dimensionless quantities organise the problem:

ρ = R/a,  ε = c0/(νn).

The number ε compares the etchant held in a volume of liquid with the etchant needed to dissolve the same volume of solid. It is small for a dilute etchant.

No etchant enters the inert walls, so c has zero slope across the thickness there. Because h is much smaller than a, diffusion evens out c across the gap much faster than along it, and c depends on r and t alone. Fronts from neighbouring holes have not yet met.

**First derivation: resistances in series**

Suppose that at each instant the concentration has the steady profile belonging to the present R, and that the liquid is at rest. The outward etchant current through a cylinder of radius r is

Q = 2πrh (−D ∂c/∂r).

In a steady state nothing accumulates, so Q is the same at every r. Hence ∂c/∂r = −Q/(2πhDr), and integration from the hole gives

c(r) = c0 − [Q/(2πhD)] ln(r/a).

At the front this reads

c0 − c(R) = Q 𝓡,  𝓡 = ln(R/a)/(2πhD).  (2)

The quantity 𝓡 is the transport resistance of the gap: concentration difference divided by current. It grows without limit, but only logarithmically, because each additional ring of gap offers a wider cross-section than the last. Every doubling of R adds the same amount, ln 2/(2πhD).

The front consumes the whole current, so Q = 2πRh k c(R). Inserting this in (2),

c0 − c(R) = (kR/D) ln(R/a) c(R),

c(R) = c0/[1 + (kR/D) ln(R/a)].  (3)

Equation (1) gives dt/dR = νn/[k c(R)]. With (3) and νn/c0 = 1/ε,

dt/dR = (1/ε)[1/k + (R/D) ln(R/a)].  (4)

The first term is the resistance of the reaction and the second that of diffusion, both per unit area of front. The factor R in the second arises because a larger front shares the current that 𝓡 allows.

The diffusion term is integrated by parts:

∫ₐᴿ s ln(s/a) ds = (R²/2) ln(R/a) − ∫ₐᴿ (s/2) ds
= (R²/2) ln(R/a) − (R² − a²)/4
= a² F(ρ),

F(ρ) = (ρ²/2) ln ρ − (ρ² − 1)/4.

The time to reach R is therefore

t = a²F(ρ)/(εD) + (R − a)/(εk).  (5)

When diffusion controls the process, the first term alone remains:

t = a²F(ρ)/(εD).  (6)

This requires a²F/D to be much larger than (R − a)/k. In the opposite case the front advances at the constant speed εk. With the hole wall held at c0, every recess begins in that regime, since the gap has no resistance at R = a. A resistance outside the gap, treated below, is present from the start and can limit a fast reaction even then.

The thickness h has cancelled: a thicker film holds more solid, but its gap carries proportionally more current. This holds as long as the resistance outside the gap is negligible.

**Limits and inversion**

For a small recess put ρ = 1 + x. Since F′ = ρ ln ρ = (1 + x)(x − x²/2 + …) = x + x²/2 + O(x³) and F(1) = 0,

F = x²/2 + x³/6 + O(x⁴).

The leading term gives t = (R − a)²/(2εD), the parabolic law of a straight trench, in which the resistance per front area is (R − a)/D. For a hole it is (R/D) ln(R/a), which is larger because ρ ln ρ > ρ − 1 for ρ > 1.

The local exponent of the diffusion-limited law is

d ln t/d ln R = ρF′/F = ρ² ln ρ/F.

For large ρ, F ≈ (ρ²/2)(ln ρ − 1/2), and the exponent approaches 2 + 1/(ln ρ − 1/2). It falls towards 2 only as the inverse of a logarithm.

To find the radius at a given time, put θ = εDt/a², so that F(ρ) = θ. Multiplying by 4 and writing y = ρ², so that 2 ln ρ = ln y,

y ln y − y = 4θ − 1.

With s = ln y − 1 we have y = e·eˢ, and the left side is y s. Hence s eˢ = (4θ − 1)/e, which defines the Lambert function, s = W((4θ − 1)/e). Since ρ ≥ 1 means s ≥ −1, the principal branch applies, and

R = a exp{[1 + W((4θ − 1)/e)]/2}.

**Second derivation: a weighted balance of the etchant**

The first derivation took the profile to be steady although the front moves. The second starts from the time-dependent equation and makes no assumption about the profile.

It also allows the liquid to flow. The front vacates solid volume at the rate 2πhR dR/dt. Let a fraction χ of it, between 0 and 1, be filled by liquid drawn from the hole, and the rest by the volume of the dissolved products. For an incompressible liquid the same volume crosses every cylinder, so its velocity is u = χRR′/r, where R′ = dR/dt. Then

∂c/∂t = (D/r) ∂(r ∂c/∂r)/∂r − u ∂c/∂r.

At the front the liquid moves at χR′ and the boundary at R′. The etchant flux relative to the boundary must equal the consumption:

−D ∂c/∂r + (χ − 1)R′c = νnR′ at r = R,

or −D ∂c/∂r = [νn + (1 − χ)c]R′.  (7)

Now weight the etchant with ln(r/a), which vanishes at the hole, and define

M(t) = ∫ₐᴿ c r ln(r/a) dr.

Write Λ = ln(R/a) and c_R = c(R,t). The time derivative of M has three parts.

The moving upper limit contributes c_R RΛR′.

The diffusion term, integrated by parts, contributes

D ∫ₐᴿ [∂(r ∂c/∂r)/∂r] ln(r/a) dr = DRΛ (∂c/∂r)_R − D ∫ₐᴿ (∂c/∂r) dr
= −[νn + (1 − χ)c_R]RΛR′ + D(c0 − c_R),

where (7) was used in the last line.

The flow term contributes

−χRR′ ∫ₐᴿ (∂c/∂r) ln(r/a) dr = −χRR′[c_RΛ − J],  J = ∫ₐᴿ (c/r) dr.

The terms in c_R RΛR′ carry the coefficients 1, −(1 − χ) and −χ, which add to zero. What remains is

dM/dt = D(c0 − c_R) − νnRΛR′ + χRR′J.

By (1), c_R = νnR′/k. Each term on the right is then a constant or a function multiplied by R′, so the equation can be integrated from t = 0, where R = a and M = 0. The integral of RΛ over R is again a²F:

Dc0t = νn[a²F + D(R − a)/k] + M − χ ∫ₐᴿ s J ds,  (8)

where J in the last integral is taken at the moment when the front is at s. Dropping the last two terms and dividing by Dc0 gives (5), and for fast reaction (6).

The dropped terms can be bounded because 0 ≤ c ≤ c0. Diffusion and flow create no new extremum inside the gap. At the front, (1) and (7) give ∂c/∂r < 0 when c_R > 0, so the front cannot be a maximum. If c_R were to fall slightly below zero, the slope there would be positive, so the front could not be a minimum either. With c ≤ c0,

0 ≤ M ≤ c0a²F,  0 ≤ J ≤ c0 ln(R/a),  0 ≤ ∫ₐᴿ s J ds ≤ c0a²F.

The two corrections have opposite signs and χ ≤ 1, so their sum lies between −c0a²F and +c0a²F. Dividing by Dc0,

|t − t₅| ≤ a²F/D = ε × a²F/(εD),  (9)

where t₅ is the time in (5). For 0 ≤ χ ≤ 1 the steady-profile result is in error by at most a fraction ε of its diffusion term. If the dissolved products take more volume than the solid vacated, then χ < 0 and the liquid flows towards the hole. Both corrections are then positive, and the fraction becomes (1 + |χ|)ε.

A numerical solution of the moving-boundary problem with a deliberately large ε = 0.2, ka/D = 5 and ρ = 4 shows both signs. Relative to (5), the time was 4.3% longer without inflow, since etchant must be stored in the gap, and 5.5% shorter with χ = 1, since the flow carries etchant outward from the hole to the front. The bound (9) is 18.5% in this case. Both times agreed with (8) to within 0.01 a²/(εD).

**What each derivation assumes**

Both take a thin gap, constant D, inert walls, a first-order reaction and a hole wall held at c0. The first adds a steady profile and liquid at rest. In return it gives the profile, the resistance and the front speed at every moment, but it cannot state its own error. The second needs neither addition. It gives the time to reach R and a bound on the corrections, but no closed formula for the profile. The logarithm enters the first as the shape of the concentration and the second as the weight that isolates the supply from the hole. They agree to leading order in ε.

**Resistance outside the gap**

The hole and the bath have a resistance of their own. If it is constant and written as B/(2πhD), it adds to 𝓡, so ln(R/a) in (4) becomes ln(R/a) + B. The extra time is

(B/εD) ∫ₐᴿ s ds = a²B(ρ² − 1)/(2εD).  (10)

**A worked case**

The following rough typical values describe a copper film under a perforated cover that is inert and electrically insulating (a conducting cover in contact with the copper could reduce Fe³⁺ on its outer face and etch the front galvanically, which the model excludes) in dilute, acidified ferric nitrate near room temperature. The reaction is Cu + 2Fe³⁺ → Cu²⁺ + 2Fe²⁺, so ν = 2. Take a = 5 µm, h = 0.2 µm, a cover 1 µm thick, D = 500 µm²/s, k = 100 µm/s, c0 = 0.5 mol/L and n = 140 mol/L. Then

ε = 0.5/(2 × 140) = 0.00179,
a²/(εD) = 28.0 s.

For R = 50 µm, ρ = 10 and

F = 50 × 2.3026 − 99/4 = 90.38,
t = 28.0 s × 90.38 = 2531 s = 42 min.

At this radius the hole takes 2.23 times as long as a trench with the same recess, and the local exponent is 2.55. With the hole radius held fixed, going from R = 20 µm to 40 µm raises the diffusion-limited time from 206 s to 1422 s, a factor of 6.9. The resistance meanwhile rises only from 0.00221 to 0.00331 s/µm³. Most of the increase therefore comes from the greater amount of solid.

The reaction adds (R − a)/(εk) = 252 s, or 10%. Its resistance equals that of diffusion at R = 8.8 µm. At R = 10 µm it still accounts for more than half of the elapsed time, 45.8 s against 17.8 s for diffusion alone. At R = 50 µm the concentration at the front has fallen to 4% of c0. The moving-boundary solution for these values, without inflow, gives a total time within 0.1% of (5), as expected from a bound of 0.18% of the diffusion term.

The gap, hole and unstirred bath were also treated together by solving Laplace's equation in r and z. Between R = 20 and 50 µm the scaled resistance 2πhD × (total resistance) rose by 0.9165, against ln(50/20) = 0.9163. This supports both the thickness average and a constant B, for which the solution gives 0.14. By (10) the hole and bath then add about 8% to the diffusion-limited time, and the total with reaction is about 50 min.

**Comparison with real etching**

The chosen dimensions are plausible for releasing a perforated membrane. The least certain value is k, which depends on the solution and the state of the surface. With k = 10 µm/s the reaction would add as much time as diffusion itself, and (6) would be wrong by a factor of two. Stirring hardly reduces the access resistance as long as it leaves a stagnant layer much thicker than the hole radius, because most of that resistance arises inside the hole, at the entrance to the gap, and within about one hole radius above the mouth. If holes on a square grid of pitch 100 µm share a stagnant layer 50 µm thick, each hole draws on an area of one pitch squared. The uniform supply across the layer then contributes thickness/(D × pitch²) per hole, besides the convergence near the mouth. This part alone corresponds to B = 2πh × thickness/pitch² = 0.006, which by (10) is 0.3% of the diffusion-limited time. The convergence remains, so the total access correction stays near 8%.

The ions also drift in the electric field that keeps the solution neutral. Let N be the radially outward flux of Fe³⁺, from the hole to the front, multiplied by r. The fluxes of Fe²⁺ and Cu²⁺ are then −N and −N/2, while those of nitrate and acid protons vanish. For each ion, with charge zᵢ, potential φ in units of kT/e (here k is Boltzmann's constant) and a prime for d/d ln r,

cᵢ′ = −Nᵢ/Dᵢ − zᵢcᵢφ′.

Multiplying by zᵢ, summing and using neutrality gives

φ′ Σzᵢ²cᵢ = N(−3/D₃ + 2/D₂ + 1/D_Cu),

where D₃, D₂ and D_Cu belong to Fe³⁺, Fe²⁺ and Cu²⁺. The field vanishes if the three are equal. With 500 µm²/s for Fe³⁺, a rough 700 µm²/s for the other two and 1 mol/L of acid, integration gives a flux 10% larger, which shortens the diffusion time by about 9%. This treats the ions as free and ideal and neglects any attack on the copper by the nitric acid itself. The size depends on the ratio of the diffusivities: with about 604, 719 and 714 µm²/s for Fe³⁺, Fe²⁺ and Cu²⁺ the gain in flux is only 5%. The correction is comparable to those from reaction and access but of opposite sign, so for the stated D and k the 42 minutes should be read as good to perhaps 20%.

Hot phosphoric acid acting on silicon nitride lies in the other regime. Take roughly a = 50 nm, R = 100 nm, an etch rate of 10 nm/min, and water as the reactant at 10 mol/L with D = 100 µm²/s. With n = 22 mol/L and ν = 12, ε = 10/264 = 0.038, and k = rate/ε is about 0.004 µm/s. The ratio of the diffusion term to the reaction term in (5) is then about 10⁻⁶. For one such layer with fresh liquid at its mouth, the recess time is set by the reaction, and (6) does not apply. This estimate does not cover transport down a deep hole that feeds many layers.

The numerical output below lists the values at intermediate radii.

Computed results

```
hole radius a = 5.0 um; film thickness h = 0.2 um
cover thickness L = 1.0 um; final R = 50 um
D = 500 um^2/s; k = 100 um/s; nu = 2
c0 = 0.5 mol/L; solid density n = 140 mol/L
eps = c0/(nu n) = 0.00179
k a/D = 1.00; time unit a^2/(eps D) = 28.00 s
initial front speed eps k = 0.1786 um/s
R (um) | F | diffusion time (s) | with reaction (s) | gap resistance (s/um^3)
10 | 0.636 | 17.8 | 45.8 | 0.001103
20 | 7.340 | 205.5 | 289.5 | 0.002206
30 | 23.502 | 658.0 | 798.0 | 0.002852
40 | 50.792 | 1422.2 | 1618.2 | 0.003310
50 | 90.379 | 2530.6 | 2782.6 | 0.003665
main diffusion-limited time = 2531 s = 42.2 min
time with reaction = 2783 s
time with reaction and access = 2979 s
local exponent dln t/dln R at end = 2.548
hole/trench time at equal recess = 2.232
Lambert inverse at final time: R = 50.000 um
equal reaction and diffusion resistance at R = 8.82 um
front concentration/c0 at end = 0.0416
same, moving-boundary solution = 0.0416
moving-boundary/steady time, example = 1.00030
test eps = 0.2, k a/D = 5, rho = 4
time shift without inflow = 4.33 %
time shift with full inflow = -5.52 %
test bound on size of shift = 18.49 %
Laplace scaled resistance step, R 20 to 50 um = 0.9165
logarithm ln(50/20) = 0.9163
access term B = 0.1415; lower bound = 0.0788
Neglected effects, relative to diffusion-limited time:
finite reaction rate: +9.96 %
reaction if k were 10 um/s: +99.6 %
hole and unstirred bath: +7.75 %
shared layer 50 um, pitch 100 um: +0.34 %
storage or inflow: at most 0.179 %
product-ion D = 700 um^2/s; acid = 1.0 mol/L
migration flux factor = 1.0996
copper ions at front = 0.171 mol/L
density contrast = 0.03; kinematic viscosity = 1.0e+06 um^2/s
gap Rayleigh number = 4.7e-06
nitride case: a = 50 nm, R = 100 nm, rate = 10 nm/min
nitride D = 100 um^2/s; water = 10 mol/L
nitride n = 22 mol/L; nu = 12
nitride diffusion/reaction time = 1.4e-06
```
